# Why a Mean Site Energy Underestimates Dilute Dopant Segregation

When a cobalt film on Si(001) reacts to form CoSi\(_2\), dopants from the consumed silicon can collect at the new metal-semiconductor interface. The interface offers several kinds of site: some beside a step, some under strain, some with altered bonding. Each binds a dopant with its own energy. It is tempting to average these energies and treat the interface as a set of identical sites. The question is whether the averaged interface holds the same number of dopants.

## Six kinds of site

Let \(E_i\) be the energy change when a dopant moves from a substitutional site in bulk silicon to interface site \(i\), with a silicon atom moving the other way. Negative \(E_i\) means binding. In the algebra, energies are in hartree and lengths in bohr, and \(\tau=k_BT\) is the temperature expressed as an energy. Numerical energies are in eV.

The occupancy follows from counting arrangements. Put \(N_d\) dopants on \(M\) bulk sites, with \(x=N_d/M\). Moving one dopant to an empty interface site changes the number of bulk arrangements by the factor

\[
\frac{\binom{M}{N_d-1}}{\binom{M}{N_d}}=\frac{N_d}{M-N_d+1}\;\to\;\frac{x}{1-x}\equiv z
\]

for a large reservoir. The Boltzmann factor \(e^{-E_i/\tau}\) multiplies this, so a filled site has weight \(w_i=ze^{-E_i/\tau}\) relative to an empty one. If a site holds at most one dopant and the sites do not interact,

\[
\theta_i=\frac{w_i}{1+w_i},\qquad \theta_i\simeq ze^{-E_i/\tau}\quad(w_i\ll1).
\]

The second form is the dilute limit. For now all sites have the same vibrational prefactor.

Take \(T=1073\) K, so \(\tau=0.09246\) eV, and \(5\times10^{18}\) dopants per cm\(^3\). Silicon has eight atoms per cubic cell of edge 5.43 Å, or \(4.997\times10^{22}\) cm\(^{-3}\). Hence \(x=1.0006\times10^{-4}\), and \(z\) is the same to three digits. Let six equally common site types have the round model energies below, which are not computed energies of this interface.

| \(E_i\) (eV) | dilute \(\theta_i\) | share of total |
|---|---|---|
| −0.55 | 0.03834 | 66% |
| −0.45 | 0.01300 | 22% |
| −0.35 | 0.00441 | 8% |
| −0.25 | 0.00149 | 3% |
| −0.15 | 0.00051 | 1% |
| −0.05 | 0.00017 | 0.3% |

The occupancies sum to 0.0579, so the average per site is \(0.0579/6=0.00965\). The mean energy is \(\bar E=-0.30\) eV, and six identical sites with this energy would each have

\[
\theta=ze^{0.300/0.09246}\simeq1.00\times10^{-4}\times25.7=0.00257 .
\]

The true occupancy is larger by the ratio \(R=3.76\). With one interface site per silicon atom of a (001) plane, there are \(6.78\times10^{14}\) sites per cm\(^2\). The two descriptions then give \(6.5\times10^{12}\) and \(1.7\times10^{12}\) dopants per cm\(^2\), at the same \(x\) and \(T\). The deepest type gains more than the shallow types lose, and alone holds two thirds of the dopants.

## The general statement for dilute sites

For any \(N\) dilute sites with equal prefactors, in equilibrium with the same reservoir,

\[
\sum_i ze^{-E_i/\tau}\;\ge\;Nze^{-\bar E/\tau},\qquad \bar E=\frac1N\sum_iE_i,
\]

with equality only if all \(E_i\) are equal. This is Jensen's inequality for the exponential, and a tangent line proves it. Let \(h(u)=e^{-u}-1+u\). Its derivative \(1-e^{-u}\) is negative for \(u<0\) and positive for \(u>0\), so the only minimum is \(h(0)=0\). Therefore \(e^{-u}\ge1-u\), with equality only at \(u=0\). Set \(u_i=(E_i-\bar E)/\tau\) and average over the sites:

\[
R\equiv\langle e^{-u}\rangle\ge1-\langle u\rangle=1 .
\]

The linear term vanishes because \(\bar E\) is the mean. Multiplying by \(Nze^{-\bar E/\tau}\) gives the statement.

If the spread is small compared with \(\tau\), expansion to second order gives \(R\simeq1+\sigma^2/2\tau^2\), where \(\sigma\) is the standard deviation of the energies. The mean energy is then adequate. In the opposite limit a single deepest site of energy \(E_{\min}\) dominates, and \(R\simeq N^{-1}e^{(\bar E-E_{\min})/\tau}\), as long as that site is still dilute.

If vibrational entropies \(S_i\) differ between sites, the weight contains \(g_i=E_i-TS_i\) in place of \(E_i\). The same proof then compares the true occupancy with that at the mean free energy \(\bar g\). In the example, let the entropy rise linearly by one \(k_B\) from the deepest to the shallowest type, with zero mean. The spread of \(g_i\) is then narrower than that of \(E_i\), and \(R\) falls to 2.56.

## The energy that does preserve the occupancy

A single energy can reproduce the dilute total if it is defined by \(e^{-E_{\rm eff}/\tau}=\langle e^{-E/\tau}\rangle\). Since the right side equals \(Re^{-\bar E/\tau}\),

\[
E_{\rm eff}=\bar E-\tau\ln R .
\]

Here \(E_{\rm eff}=-0.300-0.09246\times1.325=-0.4225\) eV, or \(-0.01553\) hartree. It depends on temperature, so it cannot be carried unchanged to another anneal.

Nor is it the energy read from a temperature slope. For dilute, non-interacting sites, with \(\beta=1/\tau\) and \(x\) fixed,

\[
-\frac{d\ln\langle\theta\rangle}{d\beta}
=\frac{\sum_iE_ie^{-\beta E_i}}{\sum_ie^{-\beta E_i}},
\]

which is the mean energy weighted by occupancy. It is \(-0.50\) eV in the example. Outside this limit the slope is weaker: \(-0.48\) eV with single occupancy, and \(-0.37\) eV with the repulsion introduced below. The arithmetic mean, the effective energy and the slope energy are three different quantities.

A Gaussian spread shows the difference in closed form. With \(y=E-\bar E\), completing the square gives

\[
-\frac{y^2}{2\sigma^2}-\frac y\tau
=-\frac{(y+\sigma^2/\tau)^2}{2\sigma^2}+\frac{\sigma^2}{2\tau^2}.
\]

The shifted Gaussian still integrates to one, so \(R=e^{\sigma^2/2\tau^2}\) and \(E_{\rm eff}=\bar E-\sigma^2/2\tau\). The occupied sites are centred at \(\bar E-\sigma^2/\tau\), a shift twice as large. For the standard deviation of the six energies, \(\sigma=0.1708\) eV, this gives \(R=5.5\) and a centre at \(-0.615\) eV. That lies below the deepest of the six types, so the Gaussian ratio rests on a tail which the discrete set does not have. Diluteness must be judged in the deep tail and not at \(\bar E\). At this centre \(\theta=0.07\), but about 8% of the dilute population lies on still deeper sites with \(w>1\). Single occupancy lowers the Gaussian total by 16% and the ratio to 4.7.

## What single occupancy changes

Write \(z=e^{\mu/\tau}\), so that \(\theta(E)=1/[1+e^{(E-\mu)/\tau}]\). Differentiation gives \(\theta'=-\theta(1-\theta)/\tau\), and once more

\[
\theta''=-\frac{(1-2\theta)\theta'}{\tau}
=\frac{\theta(1-\theta)(1-2\theta)}{\tau^2}.
\]

The curve is convex where \(\theta<1/2\) and concave where \(\theta>1/2\). If every site is at most half full, all \(E_i\), and hence \(\bar E\), lie at or above \(\mu\). There the curve lies on or above its tangent at \(\bar E\), and averaging removes the linear term as before. The mean-energy model therefore still cannot overestimate the total.

For energies placed symmetrically about \(\bar E\), the sign can be found at any filling. Take one pair \(\bar E\pm\delta\), with \(a=e^{(\bar E-\mu)/\tau}\) and \(c=\cosh(\delta/\tau)\). The pair average is

\[
\frac12\left[\frac1{1+ae^{\delta/\tau}}+\frac1{1+ae^{-\delta/\tau}}\right]
=\frac{1+ac}{1+2ac+a^2}.
\]

Subtract \(\theta(\bar E)=1/(1+a)\). Over the common denominator, the numerator is

\[
(1+ac)(1+a)-(1+2ac+a^2)=a-ac+a^2c-a^2=a(a-1)(c-1),
\]

so that

\[
\frac{\theta(\bar E+\delta)+\theta(\bar E-\delta)}2-\theta(\bar E)
=\frac{a(a-1)(c-1)}{(1+a)(1+2ac+a^2)} .
\]

Since \(c>1\) for \(\delta\ne0\), the sign is that of \(a-1\). The mean-energy model underestimates if \(\theta(\bar E)<1/2\), agrees at \(1/2\), and overestimates above it. Every pair has the same \(a\), so the result holds for the whole symmetric set.

The six energies form three such pairs. Their comparison reverses when \(\mu=\bar E\), that is at \(T=\bar E/(k_B\ln z)=378\) K for fixed \(x\). At 300 K, equilibrium would give 0.61 for the true average and 0.92 for the mean-energy model. Such an equilibrium would not be reached. With a rough bulk diffusivity \(D=D_0e^{-E_a/k_BT}\), \(D_0=1\) cm\(^2\)/s and \(E_a=3.5\) eV, the time \(\ell^2/6D\) for a hop of one bond length \(\ell\) is about \(4\times10^{30}\) s at 378 K. The reversal shows a limit of the inequality, not the behaviour of a cooled contact.

Without symmetry, \(\theta(\bar E)<1/2\) is not enough. Let one site in ten lie \(18\tau\) below the mean and nine lie \(2\tau\) above it, with \(a=1.5\). The mean-energy site has \(\theta=1/2.5=0.40\). The deep site is practically full and the others have \(\theta=1/(1+1.5e^2)=0.083\), so the true average is \(0.1+0.9\times0.083=0.17\). A full site cannot use its extra binding, yet that binding still lowers the mean energy.

## Finite supply and repulsion

Two feedbacks act on all sites alike, provided the site types are mixed at random over the interface. Dopants taken by the interface deplete the reservoir, and ionized dopants repel one another. Let \(G_s(\theta)\) and \(G_m(\theta)\) be the average occupancies for the spread and for the mean energy when the feedbacks are evaluated at average occupancy \(\theta\). Both functions decrease with \(\theta\). If every site is at most half full before feedback, it remains so, and \(G_s\ge G_m\) at each \(\theta\). The mean-energy solution obeys \(\theta_m=G_m(\theta_m)\le G_s(\theta_m)\). Because \(\theta-G_s(\theta)\) increases and is not positive at \(\theta_m\), its zero \(\theta_s\) satisfies \(\theta_s\ge\theta_m\). The order survives.

For the repulsion, place ionized dopants in silicon of permittivity \(\varepsilon\), at distance \(d\) from the metallic silicide. Each has an opposite image at depth \(2d\) below it. With \(n\) dopants per area and no correlation between their positions, the others shift a dopant's energy by

\[
\frac{2\pi n}{\varepsilon}\int_0^\infty\left[1-\frac{r}{\sqrt{r^2+4d^2}}\right]dr
=\frac{2\pi n}{\varepsilon}\Big[r-\sqrt{r^2+4d^2}\Big]_0^\infty
=\frac{4\pi nd}{\varepsilon}.
\]

For \(d=3\) Å and \(\varepsilon=11.7\) this is 3.15 eV times \(\theta\). Dopants avoid close pairs, which weakens the shift. To leading order in density, the pair energy \(v\) in the integral is replaced by \(\tau(1-e^{-v/\tau})\le v\), and the coefficient falls to 1.74 eV. For randomly mixed site types, the mean-field value used below therefore overstates the effect of repulsion. If the deep sites gather in patches, the repulsion acts mainly on them and the uniform value can understate it: for large patches, each with its own mean-field shift, the ratio with repulsion listed below would be 2.45 instead of 3.11.

For supply, let a 30 nm silicon layer provide \(1.5\times10^{13}\) dopants per cm\(^2\), kept well mixed. The ratio of true to mean-energy occupancy is then:

- 3.67 with single occupancy alone;
- 3.11 with repulsion added;
- 2.89 with finite supply added instead;
- 2.68 with all three.

In this nearly dilute example the larger population meets the stronger feedback, so the ratio shrinks while the inequality stands. When the mean-energy site is near half filling, feedback can instead raise the ratio, because it moves the sites away from saturation: starting from \(\theta(\bar E)=1/2\), the repulsion takes the ratio from 1.00 to 1.32. When only the deepest site starts half full, the repulsion still lowers the ratio, from 2.42 to 1.73. Both cases are for 1073 K with raised doping, \(1.9\times10^{21}\) and \(1.3\times10^{20}\) cm\(^{-3}\); the first lies far above the active solubility of common dopants and only marks a limit of the model. A common error in the energies cancels exactly in the dilute ratio and, if small, largely cancels with single occupancy alone: making all sites 0.10 eV deeper changes the first ratio from 3.67 to 3.50, although it raises each dilute occupancy by a factor \(e^{0.10/0.09246}\simeq2.9\). It does not cancel once the feedbacks act or the deep sites fill: the same shift takes the last ratio from 2.68 to 2.09, and a shift of 0.30 eV takes the first to 2.43.

## Beside a real contact

An anneal near 1073 K is roughly typical for CoSi\(_2\), and contacts made deliberately by dopant segregation can reach about \(10^{20}\) cm\(^{-3}\) near the interface. Such a value usually describes the piled-up layer rather than the reservoir; the model's own sheet of \(6.4\times10^{12}\) cm\(^{-2}\), spread over 1 nm, already amounts to \(6\times10^{19}\) cm\(^{-3}\). A reservoir at \(10^{20}\) cm\(^{-3}\) is near the active solubility of arsenic at this temperature and above that of boron, roughly \(3\times10^{19}\) cm\(^{-3}\). Twenty times more dopant in the reservoir would raise the deepest site's dilute value to about 0.768, or \(0.768/1.768=0.43\) with single occupancy, so the dilute formula would no longer serve. This estimate keeps the \(E_i\) fixed. For ionized dopants under a pinned barrier the band bending is part of \(E_i\) and grows with doping, here by roughly 0.27 eV, of which about 0.20 eV remains 3 Å from the metal once the depletion field is included. Without repulsion this would fill the deepest site to about 0.9. Ionized dopants do repel. The mean-field shift alone brings that value down to about 0.29, or to about 0.33 for an n-type barrier near 0.5 eV once the sheet's weakening of the depletion field is included; it takes the 0.43 for fixed \(E_i\) down to 0.16. At the original \(5\times10^{18}\) cm\(^{-3}\), and with all three corrections, the model's dopant sheet produces a potential step \(4\pi nd/\varepsilon\) of 0.018 V, against 0.007 V from the mean energy. Both are small beside a Schottky barrier of roughly half an electronvolt, but they are lateral averages for the chosen \(d\): the dopants are about 5 nm apart, and 1 nm from the metal directly above one of them its own shift is 0.08 V. With a reservoir at \(10^{20}\) cm\(^{-3}\) and band bending included, the step is about 0.3 V and no longer small. Real contacts have limited supply and charged dopants, which in this model move the single-occupancy ratio from 3.67 to 2.68 for a well-mixed layer of 30 nm, and to 2.16 for one of 10 nm. These values keep the \(E_i\) fixed; letting the band bending follow the depleted doping lowers them to about 2.56 and 2.07. They may also miss equilibrium. The rough diffusivity gives a diffusion length \(\sqrt{Dt}\) of 0.47 nm in silicon during 60 s, about two bond lengths; it is close to that of boron, and arsenic diffuses more slowly still. A supply layer that thin would bring the ratio down to 1.10, since both descriptions then take up most of the available dopants. Longer-range supply would need another route, such as collection by the advancing reaction front or transport through the silicide, and local equilibrium at the interface remains an assumption whose error is not estimated here. The numerical output lists the remaining values.

## Computed values

```
Lattice constant: 5.43 angstrom
Temperature: 1073 K; kT: 0.09246 eV
Dopant concentration: 5.00e+18 cm^-3
Bulk site density: 4.997e+22 cm^-3
Interface site density: 6.783e+14 cm^-2
Bulk site fraction x: 1.0006e-04
Mean energy: -0.300 eV; standard deviation: 0.1708 eV
Site energy (eV), dilute theta, theta with exclusion, share of dilute total
  -0.55  0.03834  0.03692  0.6619
  -0.45  0.01300  0.01283  0.2244
  -0.35  0.00441  0.00439  0.0761
  -0.25  0.00149  0.00149  0.0258
  -0.15  0.00051  0.00051  0.0088
  -0.05  0.00017  0.00017  0.0030
Dilute occupancy per site, spread: 0.00965
Dilute occupancy per site, mean energy: 0.00257
Dilute ratio R: 3.7607
Dilute areal density, spread: 6.548e+12 cm^-2
Dilute areal density, mean energy: 1.741e+12 cm^-2
Effective energy: -0.4225 eV = -0.015526 hartree
Energy from temperature slope: -0.4996 eV
Gaussian of same width, dilute ratio: 5.5054
Gaussian, ratio with exclusion: 4.6528
Gaussian, energy of dominant sites: -0.6154 eV
Theta with exclusion at that energy: 0.0722
Skewed set, theta at mean energy: 0.4000
Skewed set, true mean theta: 0.1745
Dopant plane distance: 3.0 angstrom; permittivity: 11.7
Mean-field repulsion per unit theta: 3.1472 eV
Second-virial repulsion per unit theta: 1.7402 eV
Supply depth: 30 nm; supply: 1.50e+13 cm^-2
Case: theta with spread, theta with mean energy, ratio
  exclusion only: 0.00939, 0.00256, 3.6659
  exclusion + repulsion: 0.00735, 0.00236, 3.1117
  exclusion + finite supply: 0.00663, 0.00230, 2.8876
  all three: 0.00576, 0.00215, 2.6823
Potential step, all three, spread: 0.0181 V
Potential step, all three, mean energy: 0.0068 V
Dilute ratio with 1 kB entropy range: 2.5642
Ratio with exclusion, all sites 0.10 eV deeper: 3.4988
Diffusion inputs: 1.0 cm^2/s, 3.5 eV, 60 s
Diffusion length in silicon at anneal: 0.467 nm
Reversal temperature at equilibrium: 378.0 K
log10 of hop time in seconds there: 30.6
Equilibrium theta at 300 K, spread: 0.6054
Equilibrium theta at 300 K, mean energy: 0.9164
```
